# Monolayer Anisotropy from Force Theorem and Torque: Smearing and k-Mesh Convergence

## The decision and the naive scheme

Before a calculation can say whether a magnetic monolayer prefers to point out of its plane or in it, someone must decide how fine a k mesh and how small a smearing to pay for. The preference is often a fraction of a millielectronvolt per atom, while the band energies being subtracted are of order electronvolts.

The naive scheme sums the occupied band energies for two magnetization directions on a moderate mesh, with enough smearing to steady the sum, and subtracts. For the d-band model below, with a smearing of 0.02 eV and a converged mesh, this gives \(-4\times10^{-6}\) eV. The free-energy difference for the same states is \(-2.4\times10^{-4}\) eV, and its value at a smearing of 0.005 eV is \(-1.05\times10^{-4}\) eV. The naive number is thus too small by more than an order of magnitude, although its mesh is fine enough. The ratio is so large because the band-energy difference happens to lie near zero at this smearing. The free energy is no closer in absolute terms: measured from the 0.005 eV value, it overshoots by \(1.3\times10^{-4}\) eV while the band energy falls short by \(1.0\times10^{-4}\) eV. Changing from \(U\) to \(F\) does not by itself remove the smearing error. The sections below examine the sources of error one at a time.

## Model and sign convention

The algebra uses atomic units, with \(t=k_BT\) the smearing energy. A square lattice carries five d orbitals per atom and

\[
H(\mathbf k,\mathbf n)=H_0(\mathbf k)-\tfrac{\Delta}{2}\,\mathbf n\cdot\boldsymbol\sigma+\xi\,\mathbf L\cdot\mathbf S,\qquad \mathbf n=(\sin\theta,0,\cos\theta).
\]

Here \(\theta\) is measured from the surface normal, \(\mathbf S=\boldsymbol\sigma/2\), \(\Delta\) is the exchange splitting and \(\xi\) the spin-orbit constant. The round parameters are \(dd\sigma,dd\pi,dd\delta=-0.4,\,0.2,\,-0.05\) eV between nearest neighbours, the same values times \(2^{-5/2}=0.177\) along the diagonals, \(\Delta=2\) eV, \(\xi=0.06\) eV, eight electrons per atom and lattice constant \(a=2.5\) angstrom. There is no crystal-field term, and the magnetic dipolar energy, which a real film adds, is left out.

With \(f\) the Fermi function, \(U=\mathrm{Tr}\,fH\) the band energy and \(S\) the electronic entropy (in units of \(k_B\)), define

\[
F=U-tS=\Omega+\mu N_e,\qquad K=F(90^\circ)-F(0^\circ).
\]

Traces include the average over the zone. Positive \(K\) means a perpendicular easy axis. The negative values found here mean an in-plane one, as far as the band contribution goes. The in-plane direction is always a nearest-neighbour axis; the dependence on azimuth within the plane is not examined.

## Why a frozen exchange field suffices

Self-consistency changes \(\Delta\) when the moment turns, so comparing frozen-field energies needs a justification. Take a Stoner interaction \(-Im^2/4\), where \(m=\langle\mathbf n\cdot\boldsymbol\sigma\rangle\), in mean field. The functional

\[
G(\Delta,\mathbf n)=F(\Delta,\mathbf n)+\frac{\Delta^2}{4I}
\]

reproduces it. Since \(\partial H/\partial\Delta=-\mathbf n\cdot\boldsymbol\sigma/2\), we have \(\partial F/\partial\Delta=-m/2\), and

\[
\frac{\partial G}{\partial\Delta}=-\frac m2+\frac{\Delta}{2I}=0\;\Rightarrow\;\Delta=Im,\qquad
G''=\frac12\left(\frac1I-\frac{dm}{d\Delta}\right).
\]

Let \(\Delta_0\) be self-consistent for the perpendicular direction and \(\Delta_0+\delta\Delta\) for the in-plane one. Expanding the in-plane functional about its own stationary point gives \(G(\Delta_0)\simeq G(\Delta_0+\delta\Delta)+\tfrac12G''(\delta\Delta)^2\). At common \(\Delta_0\) the terms \(\Delta_0^2/4I\) cancel, so

\[
K_{\rm sc}\simeq K-\tfrac12G''(\delta\Delta)^2 .
\]

This is the magnetic force theorem for the model: the error is of second order. On a \(32\times32\) mesh at \(t=0.05\) eV, \(I=1.001\) eV and \(\delta\Delta=8.16\times10^{-5}\) eV. Neglecting \(dm/d\Delta\), the correction is \(-(8.16\times10^{-5})^2/(4\times1.001)=-1.66\times10^{-9}\) eV, and the self-consistent calculation gives the same to three digits. That is about three parts in a million of \(K\).

The moment here is nearly saturated, at 1.998 Bohr magnetons, and the functional responds to nothing but \(m\). Where the moment is soft (\(G''\) small, \(\delta\Delta\) large), or where orbital occupations feed back on the potential, the correction must be examined afresh.

## Fixed electron number

The two directions have different chemical potentials, \(\mu_z\) and \(\mu_x\). Because \(\partial\Omega/\partial\mu=-N_e\) at the correct \(\mu\), and \(\partial^2\Omega/\partial\mu^2=-D\) with \(D\) the thermally averaged density of states, using \(\mu_z\) for the in-plane state gives

\[
\Omega_x(\mu_z)+\mu_zN_e\simeq F_x-\tfrac12D(\mu_x-\mu_z)^2 .
\]

At \(t=0.05\) eV the shift is \(2.8\times10^{-3}\) eV and the resulting error is \(-1.6\times10^{-5}\) eV, about 3% of \(K\). Solving for \(\mu\) separately costs no diagonalization, so there is no reason to accept it. The same stationarity is useful later: a mesh error in \(F\) at fixed \(N_e\) equals, to first order, the mesh error in \(\Omega\) at fixed \(\mu\).

## The torque belongs to the free energy

The subtraction can be replaced by a derivative. At fixed \(\mu\), \(\partial\Omega/\partial\theta=\mathrm{Tr}\,f\,\partial_\theta H\). At fixed \(N_e\), the change of \(\mu\) adds \(-N_e\,d\mu\) to \(d\Omega\), which cancels \(N_e\,d\mu\) in \(dF\). Hence

\[
T(\theta)\equiv\frac{dF}{d\theta}=\mathrm{Tr}\,f\,\frac{\partial H}{\partial\theta},\qquad
\frac{dU}{d\theta}=T(\theta)+t\frac{dS}{d\theta}.
\]

The second relation exposes the fault of the naive scheme: with smearing, a difference of \(U\) is not the integral of the torque. On a \(16\times16\) mesh at \(45^\circ\) and \(t=0.05\) eV, the torque and the numerical slope of \(F\) are both \(-5.25\times10^{-4}\) eV/rad, whereas the slope of \(U\) is \(-2.98\times10^{-4}\) eV/rad. The entropy term, \(+2.27\times10^{-4}\) eV/rad, is the difference.

The torque can also be written with the spin-orbit operator. Rotating the exchange term about \(y\) gives \(\partial_\theta H=-i[S_y,H_{\rm ex}]\). Since \(f\) is a function of \(H\), cyclicity gives \(\mathrm{Tr}\,f[S_y,H]=\mathrm{Tr}\,S_y[H,f]=0\). The hopping commutes with \(S_y\), so the exchange and spin-orbit parts of this trace cancel each other:

\[
T=-i\,\mathrm{Tr}\,f[S_y,H_{\rm ex}]=i\,\mathrm{Tr}\,f[S_y,H_{\rm so}].
\]

**One angle or several.** A twofold rotation about the normal gives \(F(-\theta)=F(\theta)\), and time reversal gives \(F(\theta+\pi)=F(\theta)\). Therefore \(F=\sum_m a_m\cos2m\theta\), and

\[
K=\sum_m a_m[(-1)^m-1]=-2\sum_{m\ \rm odd}a_m,
\]
\[
T(45^\circ)=-\sum_m2m\,a_m\sin\frac{m\pi}{2}=-\sum_{m\ \rm odd}2m(-1)^{(m-1)/2}a_m .
\]

Subtracting,

\[
T(45^\circ)-K=\sum_{m\ \rm odd}2a_m\left[1-m(-1)^{(m-1)/2}\right]=8a_3-8a_5+16a_7-\dots
\]

The harmonics \(a_1\) and \(a_2\) drop out, so one angle suffices for an ordinary fourth-order anisotropy. With \(N=16\) and \(t=0.02\) eV, \(a_3=2.77\times10^{-8}\) eV. Then \(8a_3=2.2\times10^{-7}\) eV, which accounts for the difference between \(T(45^\circ)=-3.6208\times10^{-4}\) and \(K=-3.6230\times10^{-4}\) eV. The integral of \(T\) from 0 to \(90^\circ\) removes this error; a 16-point Gauss rule agrees with \(K\) within the tested \(10^{-9}\) eV.

The torque needs one direction instead of two, but it needs eigenvectors. It does not cure poor sampling: that mesh is itself unconverged, and both numbers are wrong together.

## What smearing does near a degeneracy

For one level, \(g_t(\epsilon-\mu)=-t\ln[1+e^{-(\epsilon-\mu)/t}]\). With \(f(x)=1/(e^{x/t}+1)\), the Fermi function is a step averaged with weight \(-f'(x)\). Integrating over \(\epsilon\) gives the same average for \(g_t\), and after summing over levels

\[
\Omega_t(\mu)=\int_{-\infty}^{\infty}\Omega_0(\mu+x)\,[-f'(x)]\,dx .
\]

Smearing therefore averages the zero-temperature anisotropy curve over chemical potential. The weight has second moment \(\int x^2(-f')dx=4\int_0^\infty xf\,dx=\pi^2t^2/3\). If the curve is smooth over that width, the error starts as \((\pi^2t^2/6)\,\partial^2_\mu(\Omega_{0,x}-\Omega_{0,z})\) at fixed \(\mu\). If it is not smooth, no such expansion is available.

Degenerate levels can produce sharp structure. At \(\Gamma\) the minority \(yz\) and \(zx\) orbitals are degenerate without spin-orbit coupling. Within minority spin, \(\xi\mathbf L\cdot\mathbf S\) becomes \(-(\xi/2)\mathbf n\cdot\mathbf L\). \(L_z\) connects the two orbitals with a matrix element of magnitude one, so perpendicular magnetization moves them by \(\pm\lambda\), \(\lambda=\xi/2\). \(L_x\) has no element within the pair, so in-plane magnetization leaves them unsplit at first order. The computed splittings are 0.0597 and 0.0065 eV.

Put \(\mu\) at the pair and use \((1+e^{-y})(1+e^{y})=4\cosh^2(y/2)\) with \(y=\lambda/t\). Keeping only this first-order splitting, the in-plane minus perpendicular contribution of the pair is

\[
2g_t(0)-g_t(\lambda)-g_t(-\lambda)=2t\ln\cosh\frac{\lambda}{2t}\simeq
\begin{cases}\lambda^2/4t,&t\gg\lambda,\\ \lambda-2t\ln2,&t\ll\lambda.\end{cases}
\]

Heavy smearing thus restores a quadratic dependence on \(\xi\), while light smearing reveals a linear one. With \(\lambda=0.03\) eV the formula gives \(2.2\times10^{-3}\) eV at \(t=0.1\) eV and \(2.3\times10^{-2}\) eV at \(t=0.005\) eV. These are first-order values. Second-order shifts of the levels also contribute, and all ten levels at \(\Gamma\) give \(0.76\times10^{-3}\) and \(2.1\times10^{-2}\) eV, so the formula is a fair guide only at light smearing. If a mesh of \(16^2\) points contained \(\Gamma\), the light-smearing value would enter with weight \(1/256\) and contribute \(8\times10^{-5}\) eV, about half of the zone-averaged anisotropy found below for this chemical potential. The half-shifted meshes used here avoid \(\Gamma\), but not its neighbourhood.

The zone average is milder. In this model the pair is degenerate only at \(\Gamma\) and the zone corner, so what follows is an idealization, not a description of the monolayer. Suppose the pair energy, measured from \(\mu\), is spread uniformly over \(x\), as along a line of degenerate points. Define \(h(x)=g_t(x)-g_t(x-\lambda)\), which tends to \(\lambda\) at \(-\infty\) and to zero at \(+\infty\). Then

\[
-\int[h(x+\lambda)-h(x)]\,dx=-\lambda[h(\infty)-h(-\infty)]=\lambda^2,
\]

whatever the smearing. A large contribution at one point need not mean a large one after integration. With \(\mu\) fixed at the pair energy, 1.353 eV, a \(320\times320\) mesh gives \(\Omega_x-\Omega_z=-0.2,\,1.5,\,1.1,\,1.6\times10^{-4}\) eV for \(t=0.1,\,0.05,\,0.02,\,0.005\) eV. It changes sign and is not monotonic, while the pair formula rises tenfold.

## Where the mesh error comes from

It is tempting to blame the crossing itself for slow k convergence. But

\[
\Omega(\mathbf k)=-t\ln\det\left[1+e^{-(H(\mathbf k)-\mu)/t}\right]
\]

contains all bands together. \(H\) is analytic in \(\mathbf k\) and the determinant is positive at real \(\mathbf k\), so for \(t>0\) a crossing causes no singularity, even though individual sorted bands have kinks. Singularities lie at complex \(\mathbf k\), where an eigenvalue equals \(\mu\pm i\omega_n\), with \(\omega_n=(2n+1)\pi t\).

To turn this into an error formula, fix \(k_y\), measure k in units of \(1/a\), and set \(z=e^{ik_x}\). The identities \(1+e^{-x}=2e^{-x/2}\cosh(x/2)\) and \(\cosh(x/2)=\prod_{n\ge0}[1+x^2/((2n+1)^2\pi^2)]\) give, for real k,

\[
\Omega=\tfrac12\mathrm{Tr}(H-\mu)-10t\ln2-2t\sum_{n\ge0}\ln\left|\frac{\det(\mu+i\omega_n-H)}{\omega_n^{10}}\right| .
\]

The trace contains no harmonic higher than \(z^{\pm1}\), so a mesh with \(N\ge2\) averages it without error. The determinant is \(z^{-10}\) times a polynomial of degree 20. None of its roots lies on \(|z|=1\), because \(H\) has real eigenvalues there. Nor does one cross that circle as \(\omega\to\infty\), where the determinant divided by \(\omega^{10}\) tends to a constant with zero winding. Hence ten roots lie inside and ten outside. Calling \(y_j\) each inner root, or the inverse of each outer one, the determinant is a constant times factors \(1-y_jz^{-1}\) and \(1-y_jz\), with \(|y_j|<1\).

On the half-shifted mesh the points \(w_l=e^{ik_l}\) satisfy \(w_l^N=-1\), so \(\prod_l(X-w_l)=X^N+1\). Setting \(X=1/y\) and multiplying by \(y^N\),

\[
\frac1N\sum_l\ln(1-yw_l)=\frac1N\ln(1+y^N).
\]

The continuous average vanishes, since \(\ln(1-yw)=-\sum_{p\ge1}y^pw^p/p\) has no constant term. The row error is therefore

\[
\Omega_N-\Omega=-\frac{2t}{N}\,\mathrm{Re}\sum_{n\ge0}\sum_{j=1}^{20}\ln(1+y_{jn}^N).
\]

In two dimensions, replace one integral at a time: the error is the row error averaged over the \(k_y\) mesh plus the column error averaged over continuous \(k_x\). For \(N=16\), \(t=0.05\) eV and perpendicular magnetization, direct summation and the complex roots both give \(-4.2375\times10^{-5}\) eV.

At small \(t\), a band crossing \(\mu\) with velocity \(v\) has \(vq=i\omega_0\), so \(|y|=e^{-\pi t/|v|}\). The fastest Fermi crossing in a row sets the slowest decay, and the mesh error has the range

\[
\ell\simeq\frac{a|v|}{\pi t}\quad(v\text{ in energy}\times a),\qquad \text{error}\sim\frac{2t}{N}e^{-Na/\ell}.
\]

The last expression is a scale, without the number of roots or their phases. For perpendicular magnetization and \(\mu\) held at 1.173 eV, the slowest decay found over sampled rows gives \(\ell=11.9\) angstrom at \(t=0.05\) eV and 96.8 angstrom at 0.005 eV. With the eight-electron chemical potential of each smearing and direction, the values are 11.9 and 102 angstrom for perpendicular and 12.3 and 120 angstrom for in-plane magnetization. Reducing the smearing tenfold thus lengthens the slowest row decay about nine- to tenfold. These row values are cautious upper estimates for the zone average, since the row errors carry phases that vary with \(k_y\): at \(t=0.05\) eV the envelope of the two-dimensional error of \(\Omega\) decays with a range of about 9.5 angstrom. At moderate accuracy the required refinement can be smaller: the error of \(K\) is \(9\times10^{-6}\) eV at \(t=0.05\) eV, \(N=16\), and \(5\times10^{-6}\) eV at \(t=0.005\) eV, \(N=64\). The error oscillates with \(N\), so one mesh can mislead: at 0.005 eV it is \(2.4\times10^{-5}\) eV for \(N=60\) and \(0.9\times10^{-5}\) eV for \(N=68\), and it stays below \(4\times10^{-6}\) eV on the meshes sampled from \(N=72\) to 128.

## Why the subtraction cancels it only in part

If both directions had the same roots, their mesh errors would cancel in \(K\). Turning the moment changes both the phases of the roots, because the Fermi points move, and their magnitudes; either change, multiplied by \(N\), degrades the cancellation. Some of it can survive: for \(N=16\) and \(t=0.05\) eV the error of \(K\) is \(-0.9\times10^{-5}\) eV, about a fifth of the error of \(\Omega\) found above. The model below isolates the second effect, for a crossing that is split in one direction only. Consider a one-dimensional pair of bands, \(H=v\sin k\,\tau_z+\lambda\tau_y\), with \(\mu=0\). The root condition \((i\omega_n)^2=v^2\sin^2k+\lambda^2\) gives

\[
\sinh\kappa_n=\frac{\sqrt{\omega_n^2+\lambda^2}}{v},\qquad y=\pm e^{-\kappa_n}\ \text{(each twice)},
\]

and, for even \(N\), an error \(-(8t/N)\sum_n\ln(1+e^{-\kappa_nN})\). With \(v=0.4\) eV, \(t=0.01\) eV and \(N=32\), \(\kappa_0\) is 0.0785 without splitting and 0.1084 with \(\lambda=0.03\) eV. The errors are \(-1.97\times10^{-4}\) and \(-0.78\times10^{-4}\) eV, so subtracting leaves \(1.2\times10^{-4}\) eV in magnitude. Cancellation needs \(N(\kappa_0^{\rm split}-\kappa_0)\ll1\); here the product is 0.96.

Without smearing, \(2t\sum_n\to\pi^{-1}\int_0^\infty d\omega\). For large \(N\) the unsplit error becomes

\[
-\frac{4}{\pi N}\int_0^\infty\ln(1+e^{-\omega N/v})\,d\omega=-\frac{4}{\pi N}\,\frac vN\,\frac{\pi^2}{12}=-\frac{\pi v}{3N^2},
\]

or \(-4.1\times10^{-4}\) eV here. The split case keeps an exponential decay because \(\mu\) lies in its gap. In the monolayer other Fermi crossings remain, so a local splitting does not remove the slow decay \(\pi t/|v|\) altogether.

## The resulting scheme

For the eight-electron monolayer, \(K\) in units of \(10^{-4}\) eV is

| \(t\) (eV) | \(N=32\) | \(N=128\) | \(N=320\) | from \(U\), \(N=320\) |
|---|---|---|---|---|
| 0.1 | −5.49 | −5.49 | −5.49 | −7.94 |
| 0.05 | −5.16 | −5.16 | −5.16 | −2.41 |
| 0.02 | −2.46 | −2.39 | −2.39 | −0.04 |
| 0.005 | −0.67 | −1.03 | −1.05 | −0.86 |

Stability against the mesh is no evidence of stability against smearing: the first row is the best converged in \(N\) and the farthest from the low-smearing result. The torque shares the mesh error. At \(t=0.005\) eV its \(45^\circ\) value is \(-0.59\times10^{-4}\) eV for \(N=32\) and \(-1.04\times10^{-4}\) eV for \(N=320\).

The design is therefore to choose \(t\) first, estimate \(\ell\) from the Fermi velocities, take \(Na\) several times \(\ell\), and evaluate \(F\) or its torque at fixed electron number. Then reduce \(t\) and refine the mesh together. At \(t=0.005\) eV the longer, in-plane range applies: \(N=320\) gives \(Na/\ell=800/120=6.7\), and the error scale is \((0.01/320)e^{-6.7}\approx4\times10^{-8}\) eV. Refining to \(N=720\) changes \(K\) by about \(10^{-9}\) eV.

The band energy has a proper use at the end. If \(K=K_0-ct^2\), then \(S=-\partial F/\partial t\) implies that the difference of \(U\) is \(K_0+ct^2\), and their mean is \(K_0\). At 0.005 eV the mean is \(-0.95\times10^{-4}\) eV; at 0.02 eV it is \(-1.22\times10^{-4}\) eV, and at 0.05 eV \(-3.8\times10^{-4}\) eV. The quadratic law has clearly failed at the larger smearings. The first mean is a reasonable estimate of the unsmeared limit, though a still smaller \(t\) would be needed to confirm it. The directly computed value at 0.005 eV is \(-1.05\times10^{-4}\) eV, or \(-3.84\times10^{-6}\) hartree, per atom. The numerical output gives the remaining meshes and the angular analysis.

## Computed values

```
dd sigma, pi, delta: -0.4, 0.2, -0.05 eV
next-neighbour hopping factor: 0.1768
exchange 2.0 eV, xi 0.06 eV, electrons 8
lattice constant: 2.5 angstrom
mu, theta=0, t=0.05 eV: 1.17323 eV
mu shift from 0 to 90 deg: 2.793e-03 eV
fixed-mu error in K: -1.596e-05 eV
K and 45-degree torque below: eV per atom
mesh sizes N: 16 32 64 128 320
K, t=0.1 eV: -5.4924e-04 -5.4930e-04 -5.4930e-04 -5.4930e-04 -5.4930e-04
K, t=0.05 eV: -5.2510e-04 -5.1640e-04 -5.1619e-04 -5.1619e-04 -5.1619e-04
K, t=0.02 eV: -3.6230e-04 -2.4609e-04 -2.3919e-04 -2.3908e-04 -2.3908e-04
K, t=0.005 eV: -3.4345e-04 -6.6730e-05 -1.0971e-04 -1.0315e-04 -1.0455e-04
T45, t=0.1 eV: -5.4921e-04 -5.4927e-04 -5.4927e-04 -5.4927e-04 -5.4927e-04
T45, t=0.05 eV: -5.2464e-04 -5.1597e-04 -5.1576e-04 -5.1576e-04 -5.1576e-04
T45, t=0.02 eV: -3.6208e-04 -2.4700e-04 -2.3988e-04 -2.3977e-04 -2.3977e-04
T45, t=0.005 eV: -3.4639e-04 -5.8746e-05 -1.1181e-04 -1.0253e-04 -1.0428e-04
K from U, N=320, t=0.1 eV: -7.9419e-04 eV
K from U, N=320, t=0.05 eV: -2.4067e-04 eV
K from U, N=320, t=0.02 eV: -4.1416e-06 eV
K from U, N=320, t=0.005 eV: -8.6070e-05 eV
K, N=320, t=0.005 eV: -3.8423e-06 hartree
N=16, t=0.05 eV, slopes at 45 deg (eV/rad):
  torque -5.246416e-04, dF -5.246412e-04, dU -2.979126e-04
N=16, t=0.02 eV, angular analysis (eV):
  K -3.623047e-04, torque integral -3.623047e-04
  T45 -3.620824e-04, odd-harmonic error 2.223e-07
  a1 1.811e-04, a2 1.444e-06, a3 2.774e-08
N=32, t=0.05 eV, force theorem:
  moments z, x: 1.997912, 1.997993 mu_B
  Stoner parameter: 1.00105 eV
  exchange change at 90 deg: 8.156e-05 eV
  K frozen -5.163950e-04, self-consistent -5.163967e-04 eV
  difference -1.658e-09, predicted -1.658e-09 eV
Gamma pair energy without spin-orbit: 1.35303 eV
pair splitting z, x: 0.05966, 0.00647 eV
t=0.1 eV: pair-point gain 2.2416e-03 eV, K at mu=pair -1.7940e-05 eV
t=0.05 eV: pair-point gain 4.4341e-03 eV, K at mu=pair 1.5023e-04 eV
t=0.02 eV: pair-point gain 1.0331e-02 eV, K at mu=pair 1.0783e-04 eV
t=0.005 eV: pair-point gain 2.3093e-02 eV, K at mu=pair 1.5828e-04 eV
mesh-error range, t=0.1 eV: 6.30 angstrom
mesh-error range, t=0.05 eV: 11.86 angstrom
mesh-error range, t=0.02 eV: 26.87 angstrom
mesh-error range, t=0.005 eV: 96.80 angstrom
N=16 mesh error of Omega: direct -4.237545e-05 eV
  from complex-k roots -4.237545e-05 eV
row ky=0.7/a: largest Fermi velocity 0.3064 eV a
model crossing: v=0.4 eV a, N=32, t=0.01 eV
  lambda=0.0 eV: error -1.9664e-04 eV, decay 0.0785/a
  lambda=0.03 eV: error -7.7732e-05 eV, decay 0.1084/a
  unsplit, unsmeared error: -4.0952e-04 eV
```
